# Why mid-barrier traps dominate low-bias sequential trap-assisted tunnelling: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: a trap at depth x in a symmetric rectangular barrier of
thickness d, fed and emptied by hops of rates
    r_L = r0 exp(-2 kappa x),   r_R = r0 exp(-2 kappa (d - x)),
carries a low-bias current proportional to
    r_s = r_L r_R/(r_L + r_R) = r0 exp(-kappa d)/(2 cosh(2 kappa (x - d/2))),
which peaks at mid-barrier with a width of order 1/kappa.
kappa: decay constant of the wavefunction; r0: contact rate at zero distance;
f_L, f_R: Fermi occupations of the electrodes at the trap energy.
Lengths in nm, energies in eV, rates in 1/s unless stated otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

q = const.e
hbar_eVs = const.hbar / q

# Example parameters: rough values for an HfO2-like gate insulator
d = 4.0
phi = 2.0
mass = 0.15
temperature = 300.0
bias = 0.010
r0 = 1e12
kT = const.k * temperature / q


def decay_constant(barrier):
    return np.sqrt(2 * mass * const.m_e * barrier * q) / const.hbar * 1e-9


kappa = decay_constant(phi)


def hop_rates(x, left=r0, right=r0):
    return left * np.exp(-2 * kappa * x), right * np.exp(-2 * kappa * (d - x))


def series_rate(x):
    return r0 * np.exp(-kappa * d) / (2 * np.cosh(2 * kappa * (x - d / 2)))


def gudermann(z):
    return np.arctan(np.sinh(z))


def master_equation(r_left, r_right, f_left, f_right, orbitals=1):
    """Steady state of an empty state plus singly occupied states.
    Returns electrons per second into the right lead, and the occupancy."""
    size = orbitals + 1
    generator = np.zeros((size, size))
    scale = r_left + r_right
    for j in range(1, size):
        fill = (r_left * f_left + r_right * f_right) / scale
        drain = (r_left * (1 - f_left) + r_right * (1 - f_right)) / scale
        generator[j, 0] += fill
        generator[0, 0] -= fill
        generator[0, j] += drain
        generator[j, j] -= drain
    generator[0, :] = 1.0
    target = np.zeros(size)
    target[0] = 1.0
    p = np.linalg.solve(generator, target)
    occupied = p[1:].sum()
    flow = r_right * (occupied * (1 - f_right) - orbitals * p[0] * f_right)
    return flow, occupied


# Test: exponential law and series law from the Schroedinger equation.
# Units hbar^2/(2m) = 1; barrier height 2; delta well with kappa = 1.
wall, well, thick = 2.0, 2.0, 10.0


def incident_amplitude(energy, position):
    """Incident amplitude for unit transmitted amplitude."""
    energy = np.asarray(energy, dtype=complex)
    k = np.sqrt(energy)
    kap = np.sqrt(wall - energy)
    psi, slope = 1.0 + 0 * k, 1j * k
    for length, kick in ((thick - position, well), (position, 0.0)):
        c, s = np.cosh(kap * length), np.sinh(kap * length)
        psi, slope = psi * c - slope * s / kap, slope * c - psi * kap * s
        slope = slope + kick * psi
    return (psi + slope / (1j * k)) / 2


def resonance(position):
    """Width from the complex pole; area under the transmission peak."""
    pole, step = 1.0 + 0j, 1e-6
    for _ in range(30):
        derivative = (incident_amplitude(pole + step, position)
                      - incident_amplitude(pole - step, position)) / (2 * step)
        pole = pole - incident_amplitude(pole, position) / derivative
    half = -pole.imag
    assert half > 0
    angle = np.linspace(-np.arctan(20.0), np.arctan(20.0), 4001)
    energies = pole.real + half * np.tan(angle)
    transmission = 1 / abs(incident_amplitude(energies, position)) ** 2
    y = transmission * half / np.cos(angle) ** 2
    area = np.sum((y[1:] + y[:-1]) / 2 * np.diff(angle))
    return 2 * half, area


width_mid, area_mid = resonance(thick / 2)
wave_error = 0.0
for position in (3.5, 4.0, 4.5, 5.5, 6.5):
    width, area = resonance(position)
    shape = np.cosh(2 * (position - thick / 2))
    wave_error = max(wave_error, abs(width / width_mid / shape - 1),
                     abs(area / area_mid * shape - 1))
# Finite resonance width gives corrections of order one percent.
assert wave_error < 0.03
area_edge_ratio = resonance(3.5)[1] / area_mid

# Test: rate balance against the series formula, at the example's bias
f_L, f_R = expit(bias / (2 * kT)), expit(-bias / (2 * kT))
window = f_L - f_R
for x in np.linspace(0.1 * d, 0.9 * d, 17):
    flow, filled = master_equation(*hop_rates(x), f_L, f_R)
    assert abs(flow / (series_rate(x) * window) - 1) < 1e-5
    a, b = hop_rates(x)
    assert abs(filled - (a * f_L + b * f_R) / (a + b)) < 1e-12

# Test: spin-degenerate trap without double occupancy, very low bias
tiny = 1e-4
g_L, g_R = expit(tiny / (2 * kT)), expit(-tiny / (2 * kT))
spin_mid = master_equation(*hop_rates(d / 2), g_L, g_R, 2)[0]
for x in np.linspace(0.25 * d, 0.75 * d, 9):
    ratio = master_equation(*hop_rates(x), g_L, g_R, 2)[0] / spin_mid
    assert abs(ratio * series_rate(d / 2) / series_rate(x) - 1) < 3e-3


# Test: position of the maximum, with equal and unequal contacts
def best_depth(left, right):
    found = minimize_scalar(
        lambda x: -np.log(master_equation(*hop_rates(x, left, right),
                                          f_L, f_R)[0]),
        bounds=(0.1 * d, 0.9 * d), method="bounded",
        options={"xatol": 1e-7})
    return found.x, np.exp(-found.fun)


x_best, flow_best = best_depth(r0, r0)
assert abs(x_best - d / 2) < 1e-3
contrast = 100.0
x_uneven, flow_uneven = best_depth(r0, r0 / contrast)
assert abs(x_uneven - d / 2 - np.log(contrast) / (4 * kappa)) < 1e-3
peak_uneven = r0 / np.sqrt(contrast) * np.exp(-kappa * d) / 2 * window
assert abs(flow_uneven / peak_uneven - 1) < 1e-4


# Test: width and shares for a uniform trap density
def relative_flow(x):
    return master_equation(*hop_rates(x), f_L, f_R)[0] / flow_best


lower = brentq(lambda x: relative_flow(x) - 0.5, 0.1 * d, d / 2)
upper = brentq(lambda x: relative_flow(x) - 0.5, d / 2, 0.9 * d)
fwhm = upper - lower
assert abs(fwhm * kappa / np.arccosh(2) - 1) < 1e-4


def integrated(a, b):
    return quad(relative_flow, a, b, epsabs=1e-9, limit=200)[0]


total = integrated(0, d / 2) + integrated(d / 2, d)
assert abs(total * kappa / gudermann(kappa * d) - 1) < 1e-5
share_half = integrated(lower, upper) / total
assert abs(share_half - gudermann(kappa * fwhm) / gudermann(kappa * d)) < 1e-5
assert abs(share_half - 2 / 3) < 1e-3
width90 = np.arcsinh(np.tan(0.9 * gudermann(kappa * d))) / kappa
share90 = integrated(d / 2 - width90 / 2, d / 2 + width90 / 2) / total
assert abs(share90 - 0.9) < 1e-5


# Test: trap level moving with depth matters only beyond first order in bias
def level_shift_error(volts):
    x = np.linspace(0, d, 201)
    level = kT - volts * x / d
    exact = expit(-level / kT) - expit(-(level + volts) / kT)
    linear = volts / kT * expit(-1.0) * (1 - expit(-1.0))
    return np.max(abs(exact / linear - 1))


shift_error = level_shift_error(bias)
assert level_shift_error(bias / 10) < 0.15 * shift_error


# Test: tilted barrier, equal-action depth by quadrature and closed form
def tilted_depth(volts):
    def action(a, b):
        return quad(lambda s: decay_constant(phi - volts * s / d), a, b)[0]
    numeric = brentq(lambda x: action(0, x) - action(x, d), 0.1 * d, 0.9 * d)
    v = volts / phi
    closed = d / v * (1 - ((1 + (1 - v) ** 1.5) / 2) ** (2 / 3))
    assert abs(numeric - closed) < 1e-6
    return numeric


tilt_low, tilt_high = tilted_depth(bias), tilted_depth(1.0)

# Test: direct tunnelling summed over transverse wavevectors
# (unit prefactor, all transverse states available)
scaled = quad(lambda k: k / (2 * np.pi) * np.exp(
    -2 * d * (np.sqrt(kappa**2 + k**2) - kappa)), 0, 20)[0]
channels = (kappa / (2 * d) + 1 / (4 * d**2)) / (2 * np.pi)
assert abs(scaled / channels - 1) < 1e-6
direct = 2 * q**2 / const.h * scaled * np.exp(-2 * kappa * d) * bias
trap_current = q * flow_best
area_equal = trap_current / direct

# Test: energy dependence of the mid-barrier rate
de = 1e-4
slope = -d * (decay_constant(phi - de) - decay_constant(phi + de)) / (2 * de)
assert abs(-slope / (kappa * d / (2 * phi)) - 1) < 1e-5

# Two-trap chains, order of magnitude: gain per chain times expected partners
density_cm3, energy_spread = 1e19, 0.5
hop = d / 3
gain = (np.exp(-2 * kappa * hop) / 3) / (np.exp(-kappa * d) / 2)
partner_volume = np.pi * hop / kappa / kappa
partners = density_cm3 * 1e-21 * partner_volume * kT / energy_spread

print("INPUTS (rough or chosen)")
print(f"thickness d = {d:.1f} nm; barrier phi = {phi:.1f} eV")
print(f"tunnelling mass = {mass:.2f} electron masses")
print(f"temperature = {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"bias = {bias*1e3:.0f} mV; field = {bias/d*10:.3f} MV/cm")
print(f"contact rate r0 = {r0:.1e} 1/s")
print("DERIVED")
print(f"kappa = {kappa:.3f} 1/nm; kappa*d = {kappa*d:.2f}")
print(f"f_L = {f_L:.4f}; f_R = {f_R:.4f}; f_L - f_R = {window:.4f}")
print("x (nm) | r_L (1/s) | r_R (1/s) | r_s (1/s) | r_s/mid | occupancy")
for x in (0.5, 1.0, 1.5, 2.0, 2.5, 3.0, 3.5):
    a, b = hop_rates(x)
    n = master_equation(a, b, f_L, f_R)[1]
    rs = series_rate(x)
    print(f"{x:.1f} | {a:.3e} | {b:.3e} | {rs:.3e} | "
          f"{rs/series_rate(d/2):.2e} | {n:.4f}")
print(f"numerical best depth = {x_best:.3f} nm")
print(f"mid-barrier trap current = {trap_current:.3e} A")
print(f"full width at half maximum = {fwhm:.3f} nm")
print(f"share of current in that layer = {share_half:.4f}")
print(f"layer carrying 90 percent = {width90:.3f} nm")
print(f"equivalent thickness = {total:.3f} nm")
print(f"density excess to offset depth 0.5 nm = "
      f"{series_rate(d/2)/series_rate(0.5):.0f} times")
print(f"edge/centre rate: example {1/np.cosh(kappa*d):.2e}; "
      f"kappa*d = 1 gives {1/np.cosh(1.0):.3f}")
print("WAVE TEST (kappa = 1, d = 10, dimensionless)")
print(f"peak area at x = 3.5 over x = 5: {area_edge_ratio:.4f}; "
      f"sech law {1/np.cosh(3.0):.4f}")
print(f"largest mismatch of widths and areas = {100*wave_error:.2f} percent")
print("NEGLECTED EFFECTS")
print(f"direct tunnelling current density = {direct:.2e} A/nm^2")
print(f"area whose direct current equals one mid trap = {area_equal:.2e} nm^2")
print(f"contact rates {contrast:.0f}:1, best depth = {x_uneven:.3f} nm")
print(f"tilt at 10 mV, best depth = {tilt_low:.4f} nm")
print(f"tilt at 1 V ({1/d*10:.1f} MV/cm), best depth = {tilt_high:.3f} nm")
print(f"level shift at 10 mV, trap kT above Fermi level: "
      f"at most {100*shift_error:.1f} percent")
print(f"broadening hbar*r0/kT at contact = {hbar_eVs*r0/kT:.4f}")
print(f"log-rate gain per eV of trap energy = {-slope:.2f} 1/eV; "
      f"thermal cost 1/kT = {1/kT:.1f} 1/eV")
print(f"rate change over kT = {100*(np.exp(-slope*kT)-1):.1f} percent")
print(f"two-trap chains: assumed {density_cm3:.0e} cm^-3 over "
      f"{energy_spread:.1f} eV")
print(f"gain per chain = {gain:.1f}; expected partners = {partners:.1e}; "
      f"product = {gain*partners:.1e}")
print("checks complete")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 219, in <module>
    assert abs(-slope / (kappa * d / (2 * phi)) - 1) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The program had a sign error in the test of how the mid-barrier rate depends on trap energy. The finite difference already gave the positive gain per eV, but the assertion and two printed lines reversed its sign. The gain is now computed directly as the change in the logarithm of the rate when the trap level is raised, and the assertion and both printed lines use it without a sign change. The formula under test, its tolerance and all other tests are unchanged.

Diff:

```diff
@@ -214,13 +214,19 @@
 area_equal = trap_current / direct
 
-# Test: energy dependence of the mid-barrier rate
+
+# Test: energy dependence of the mid-barrier rate.
+# Raising the trap level lowers the barrier seen by the electron.
+def log_mid_rate(trap_raise):
+    return np.log(r0 / 2) - decay_constant(phi - trap_raise) * d
+
+
 de = 1e-4
-slope = -d * (decay_constant(phi - de) - decay_constant(phi + de)) / (2 * de)
-assert abs(-slope / (kappa * d / (2 * phi)) - 1) < 1e-5
+energy_gain = (log_mid_rate(de) - log_mid_rate(-de)) / (2 * de)
+assert abs(energy_gain / (kappa * d / (2 * phi)) - 1) < 1e-5
 
 # Two-trap chains, order of magnitude: gain per chain times expected partners
 density_cm3, energy_spread = 1e19, 0.5
 hop = d / 3
-gain = (np.exp(-2 * kappa * hop) / 3) / (np.exp(-kappa * d) / 2)
+chain_gain = (np.exp(-2 * kappa * hop) / 3) / (np.exp(-kappa * d) / 2)
 partner_volume = np.pi * hop / kappa / kappa
 partners = density_cm3 * 1e-21 * partner_volume * kT / energy_spread
@@ -265,10 +271,10 @@
       f"at most {100*shift_error:.1f} percent")
 print(f"broadening hbar*r0/kT at contact = {hbar_eVs*r0/kT:.4f}")
-print(f"log-rate gain per eV of trap energy = {-slope:.2f} 1/eV; "
+print(f"log-rate gain per eV of trap energy = {energy_gain:.2f} 1/eV; "
       f"thermal cost 1/kT = {1/kT:.1f} 1/eV")
-print(f"rate change over kT = {100*(np.exp(-slope*kT)-1):.1f} percent")
+print(f"rate change over kT = {100*(np.exp(energy_gain*kT)-1):.1f} percent")
 print(f"two-trap chains: assumed {density_cm3:.0e} cm^-3 over "
       f"{energy_spread:.1f} eV")
-print(f"gain per chain = {gain:.1f}; expected partners = {partners:.1e}; "
-      f"product = {gain*partners:.1e}")
+print(f"gain per chain = {chain_gain:.1f}; expected partners = "
+      f"{partners:.1e}; product = {chain_gain*partners:.1e}")
 print("checks complete")
```

Output now:

```
INPUTS (rough or chosen)
thickness d = 4.0 nm; barrier phi = 2.0 eV
tunnelling mass = 0.15 electron masses
temperature = 300 K; kT = 0.02585 eV
bias = 10 mV; field = 0.025 MV/cm
contact rate r0 = 1.0e+12 1/s
DERIVED
kappa = 2.806 1/nm; kappa*d = 11.22
f_L = 0.5482; f_R = 0.4518; f_L - f_R = 0.0964
x (nm) | r_L (1/s) | r_R (1/s) | r_s (1/s) | r_s/mid | occupancy
0.5 | 6.044e+10 | 2.947e+03 | 2.947e+03 | 4.42e-04 | 0.5482
1.0 | 3.653e+09 | 4.876e+04 | 4.875e+04 | 7.31e-03 | 0.5482
1.5 | 2.208e+08 | 8.067e+05 | 8.037e+05 | 1.20e-01 | 0.5479
2.0 | 1.335e+07 | 1.335e+07 | 6.673e+06 | 1.00e+00 | 0.5000
2.5 | 8.067e+05 | 2.208e+08 | 8.037e+05 | 1.20e-01 | 0.4521
3.0 | 4.876e+04 | 3.653e+09 | 4.875e+04 | 7.31e-03 | 0.4518
3.5 | 2.947e+03 | 6.044e+10 | 2.947e+03 | 4.42e-04 | 0.4518
numerical best depth = 2.000 nm
mid-barrier trap current = 1.031e-13 A
full width at half maximum = 0.469 nm
share of current in that layer = 0.6667
layer carrying 90 percent = 0.906 nm
equivalent thickness = 0.560 nm
density excess to offset depth 0.5 nm = 2264 times
edge/centre rate: example 2.67e-05; kappa*d = 1 gives 0.648
WAVE TEST (kappa = 1, d = 10, dimensionless)
peak area at x = 3.5 over x = 5: 0.0996; sech law 0.0993
largest mismatch of widths and areas = 0.30 percent
NEGLECTED EFFECTS
direct tunnelling current density = 8.05e-18 A/nm^2
area whose direct current equals one mid trap = 1.28e+04 nm^2
contact rates 100:1, best depth = 2.410 nm
tilt at 10 mV, best depth = 1.9987 nm
tilt at 1 V (2.5 MV/cm), best depth = 1.833 nm
level shift at 10 mV, trap kT above Fermi level: at most 9.2 percent
broadening hbar*r0/kT at contact = 0.0255
log-rate gain per eV of trap energy = 2.81 1/eV; thermal cost 1/kT = 38.7 1/eV
rate change over kT = 7.5 percent
two-trap chains: assumed 1e+19 cm^-3 over 0.5 eV
gain per chain = 28.1; expected partners = 2.8e-04; product = 7.7e-03
checks complete
```
